# Counting electrons in a gated nanosheet: leading order and end correction: a numerical check

```python
"""Electrons under a gate that surrounds a silicon nanosheet.
Result under test: N = n_s * 2*(W + T) * L
  n_s surface density per gated area, W width, T thickness, L gate length.
Independent road: self-consistent Schroedinger-Poisson solution of the sheet's
cross-section, at the gate drive that gives n_s on each face of a wide sheet.
Internal units: nm, eV, volts, electrons. U is the electron potential energy,
zero at the gate; the drive is the Fermi level measured from that zero.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import spsolve
from scipy.special import expit

W, T, L = 30.0, 5.0, 15.0
density_cm2 = 1e13
n_s = density_cm2 * 1e-14
t_ox, eps_ox, eps_si = 1.0, 3.9, 11.7
temperature = 300.0
m_long, m_tran = 0.916, 0.19
kT = const.k * temperature / const.e
coulomb = const.e / const.epsilon_0 * 1e9            # V nm
hbar2_m = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
# masses along (gate length, width, thickness); each entry is two valleys
valleys = [(m_long, m_tran, m_tran), (m_tran, m_long, m_tran),
           (m_tran, m_tran, m_long)]

# Thermal occupation of one free direction, tabulated by quadrature
eta_table = np.linspace(-60, 60, 6001)
u = np.linspace(-12, 12, 481)
fermi = expit(eta_table[:, None] - u[None, :]**2)
du = u[1] - u[0]
F_table = fermi.sum(axis=1) * du / np.sqrt(np.pi)
dF_table = (fermi * (1 - fermi)).sum(axis=1) * du / np.sqrt(np.pi)
del fermi


def line_occupation(mass):
    scale = 4 * np.sqrt(mass * kT / (2 * np.pi * hbar2_m))
    return lambda eta: (scale * np.interp(eta, eta_table, F_table),
                        scale * np.interp(eta, eta_table, dF_table))


def sheet_occupation(mass_a, mass_b):
    scale = 4 * np.sqrt(mass_a * mass_b) * kT / (2 * np.pi * hbar2_m)
    return lambda eta: (scale * np.logaddexp(0, eta), scale * expit(eta))


def kinetic(n, mass, h):
    second = 2 * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)
    return hbar2_m / (2 * mass * h**2) * second


def self_consistent(A, silicon, kinetics, occupations, drive, U, tol):
    """Return potential, electrons per silicon node, lowest level."""
    for _ in range(200):
        electrons = np.zeros(len(U))
        response = np.zeros(len(U))
        lowest = np.inf
        for kin, occupation in zip(kinetics, occupations):
            last = min(len(kin), 150) - 1
            E, psi = eigh(kin + np.diag(U[silicon]),
                          subset_by_index=[0, last])
            number, slope = occupation((drive - E) / kT)
            electrons[silicon] += psi**2 @ number
            response[silicon] += psi**2 @ slope / kT
            lowest = min(lowest, E[0])
        U_new = spsolve((A + diags(coulomb * response)).tocsc(),
                        coulomb * (electrons + response * U))
        change = np.max(np.abs(U_new - U))
        U = U_new
        if change < tol:
            return U, electrons[silicon], lowest
    raise RuntimeError("self-consistent loop did not converge")


def solve_slab(drive, h):
    """Infinitely wide sheet between two gates."""
    k, cells = round(t_ox / h), round((T + 2 * t_ox) / h)
    eps = np.full(cells, eps_ox)
    eps[k:-k] = eps_si
    off = -eps[1:-1] / h
    A = diags([(eps[:-1] + eps[1:]) / h, off, off], [0, 1, -1])
    silicon = np.zeros(cells - 1, bool)
    silicon[k:cells - 1 - k] = True
    n = silicon.sum()
    return self_consistent(A, silicon, [kinetic(n, v[2], h) for v in valleys],
                           [sheet_occupation(v[0], v[1]) for v in valleys],
                           drive, np.zeros(cells - 1), 1e-9)


def solve_sheet(width, drive, h, U_slab):
    """Electrons per nm of gate length in the rectangular cross-section."""
    k = round(t_ox / h)
    ny, nz = round((width + 2 * t_ox) / h), round((T + 2 * t_ox) / h)
    eps = np.full((ny, nz), eps_ox)
    eps[k:-k, k:-k] = eps_si
    east = (eps[1:, :-1] + eps[1:, 1:]) / 2
    west = (eps[:-1, :-1] + eps[:-1, 1:]) / 2
    north = (eps[:-1, 1:] + eps[1:, 1:]) / 2
    south = (eps[:-1, :-1] + eps[1:, :-1]) / 2
    total = (east + west + north + south).ravel()
    north[:, -1] = 0
    m = nz - 1
    a, b = -north.ravel()[:-1], -east.ravel()[:-m]
    A = diags([total, a, a, b, b], [0, 1, -1, m, -m])
    mask = np.zeros((ny - 1, nz - 1), bool)
    mask[k:ny - 1 - k, k:nz - 1 - k] = True
    n_y, n_z = ny - 1 - 2 * k, nz - 1 - 2 * k
    kin = [np.kron(kinetic(n_y, v[1], h), np.eye(n_z))
           + np.kron(np.eye(n_y), kinetic(n_z, v[2], h)) for v in valleys]
    _, electrons, _ = self_consistent(
        A, mask.ravel(), kin, [line_occupation(v[0]) for v in valleys],
        drive, np.tile(U_slab, ny - 1), 1e-5)
    return electrons.sum()


def find_drive(h):
    return brentq(lambda d: solve_slab(d, h)[1].sum() - 2 * n_s,
                  0.2, 1.5, xtol=1e-8)


# The estimate
perimeter = 2 * (W + T)
area = perimeter * L
N = n_s * area

# Wide sheet at the stated density, and Gauss's law for the oxide drop
h = 0.5
drive = find_drive(h)
U_slab, slab_electrons, lowest = solve_slab(drive, h)
drop_solver = U_slab[round(t_ox / h) - 1]
drop_gauss = coulomb * n_s * t_ox / eps_ox
assert abs(drop_solver / drop_gauss - 1) < 1e-4
z = h * np.arange(1, len(slab_electrons) + 1)
depth = (slab_electrons @ np.minimum(z, T - z)) / slab_electrons.sum()

# Real cross-section: end charge must not depend on width (3 %: residual
# interference between the ends); the estimate must hold within 20 %
line_30 = solve_sheet(W, drive, h, U_slab)
line_15 = solve_sheet(W / 2, drive, h, U_slab)
slope = (line_30 - line_15) / (W / 2)
assert abs(slope / (2 * n_s) - 1) < 0.03
N_quantum = line_30 * L
assert abs(N_quantum / N - 1) < 0.20
end_charge = line_30 - 2 * n_s * W

# Finer grid on the narrower sheet; 3 % allows for the coarse-grid error
h_fine = 1 / 3
drive_fine = find_drive(h_fine)
U_fine = solve_slab(drive_fine, h_fine)[0]
line_15_fine = solve_sheet(W / 2, drive_fine, h_fine, U_fine)
grid_change = line_15_fine / line_15 - 1
assert abs(grid_change) < 0.03

# Pinch-off: local density falls linearly with channel voltage, constant
# current fixes the position at which each voltage is reached
v = np.linspace(0, 1, 20001)
local = 1 - v
steps = (local[1:] + local[:-1]) / 2 * np.diff(v)
position = np.concatenate([[0], np.cumsum(steps)]) / steps.sum()
pinch_factor = np.sum((local[1:] + local[:-1]) / 2 * np.diff(position))
assert abs(pinch_factor - 2 / 3) < 1e-6

# Number spread at fixed gate voltage, against a sum over whole electrons
dV = 0.01
dn_dV = (solve_slab(drive + dV, h)[1].sum()
         - solve_slab(drive - dV, h)[1].sum()) / (2 * dV) / 2
dN_dV = dn_dV * area
variance = kT * dN_dV
counts = np.arange(0, 400)
weights = np.exp(-(counts - (N + 0.3))**2 / (2 * dN_dV * kT))
weights /= weights.sum()
mean = weights @ counts
variance_sum = weights @ (counts - mean)**2
assert abs(variance_sum / variance - 1) < 1e-3

volume = W * T * L
field = coulomb * n_s * 10                            # MV/cm before 1/eps
print(f"width, thickness, gate length: {W:.0f}, {T:.0f}, {L:.0f} nm")
print(f"surface density: {density_cm2:.1e} cm^-2 = {n_s:.3f} nm^-2")
print(f"perimeter: {perimeter:.0f} nm")
print(f"gated area: {area:.0f} nm^2")
print(f"ESTIMATE N: {N:.1f} electrons")
print(f"electrons per nm of gate: {n_s * perimeter:.2f} nm^-1")
print(f"two wide faces only: {2 * n_s * W * L:.1f} electrons")
print(f"two narrow faces only: {2 * n_s * T * L:.1f} electrons")
print(f"if density were per footprint: {n_s * W * L:.1f} electrons")
print(f"N per footprint area: {N / (W * L) * 1e14:.3e} cm^-2")
print(f"channel volume: {volume:.0f} nm^3")
print(f"mean volume density: {N / volume * 1e21:.2e} cm^-3")
print(f"total channel charge: {N * const.e * 1e18:.2f} aC")
print(f"oxide thickness (SiO2 equivalent): {t_ox:.1f} nm")
print(f"relative permittivity oxide, silicon: {eps_ox}, {eps_si}")
print(f"temperature: {temperature:.0f} K, kT: {kT * 1e3:.2f} meV")
print(f"masses long., transv.: {m_long}, {m_tran} electron masses")
print(f"oxide field: {field / eps_ox:.2f} MV/cm")
print(f"silicon surface field: {field / eps_si:.2f} MV/cm")
print(f"oxide drop, Gauss: {drop_gauss:.4f} V")
print(f"oxide drop, solver: {drop_solver:.4f} V")
print(f"gate drive for stated density: {drive:.4f} V")
print(f"mean depth of charge below face: {depth:.2f} nm")
print(f"Fermi level above lowest subband: {(drive-lowest)*1e3:.1f} meV")
print(f"self-consistent line density, 30 nm: {line_30:.3f} nm^-1")
print(f"self-consistent line density, 15 nm: {line_15:.3f} nm^-1")
print(f"gain per nm of width: {slope:.4f} nm^-2 (2 n_s = {2 * n_s:.4f})")
print(f"end charge, self-consistent: {end_charge:.3f} nm^-1")
print(f"end charge, surface picture: {2 * n_s * T:.3f} nm^-1")
print(f"SELF-CONSISTENT N: {N_quantum:.1f} electrons")
print(f"self-consistent relative to estimate: {100*(N_quantum/N-1):.1f} %")
print(f"change on finer grid (15 nm sheet): {100 * grid_change:.2f} %")
print(f"pinch-off factor: {pinch_factor:.4f}")
print(f"N at pinch-off, long-channel: {pinch_factor * N:.1f} electrons")
print(f"dN/dV of gate: {dN_dV:.1f} electrons per V")
print(f"gate capacitance: {dN_dV * const.e * 1e18:.1f} aF")
print(f"number spread, fixed gate: {np.sqrt(variance):.2f} electrons")
print(f"number spread, whole-number sum: {np.sqrt(variance_sum):.2f}")
print(f"number spread if independent: {np.sqrt(N):.2f} electrons")
print(f"dopants in channel at 1e15 cm^-3: {1e15 * volume * 1e-21:.4f}")
print("checks complete")
```

It prints:

```
width, thickness, gate length: 30, 5, 15 nm
surface density: 1.0e+13 cm^-2 = 0.100 nm^-2
perimeter: 70 nm
gated area: 1050 nm^2
ESTIMATE N: 105.0 electrons
electrons per nm of gate: 7.00 nm^-1
two wide faces only: 90.0 electrons
two narrow faces only: 15.0 electrons
if density were per footprint: 45.0 electrons
N per footprint area: 2.333e+13 cm^-2
channel volume: 2250 nm^3
mean volume density: 4.67e+19 cm^-3
total channel charge: 16.82 aC
oxide thickness (SiO2 equivalent): 1.0 nm
relative permittivity oxide, silicon: 3.9, 11.7
temperature: 300 K, kT: 25.85 meV
masses long., transv.: 0.916, 0.19 electron masses
oxide field: 4.64 MV/cm
silicon surface field: 1.55 MV/cm
oxide drop, Gauss: 0.4640 V
oxide drop, solver: 0.4640 V
gate drive for stated density: 0.7025 V
mean depth of charge below face: 1.38 nm
Fermi level above lowest subband: 46.7 meV
self-consistent line density, 30 nm: 6.696 nm^-1
self-consistent line density, 15 nm: 3.696 nm^-1
gain per nm of width: 0.2001 nm^-2 (2 n_s = 0.2000)
end charge, self-consistent: 0.696 nm^-1
end charge, surface picture: 1.000 nm^-1
SELF-CONSISTENT N: 100.4 electrons
self-consistent relative to estimate: -4.3 %
change on finer grid (15 nm sheet): -0.21 %
pinch-off factor: 0.6667
N at pinch-off, long-channel: 70.0 electrons
dN/dV of gate: 161.3 electrons per V
gate capacitance: 25.8 aF
number spread, fixed gate: 2.04 electrons
number spread, whole-number sum: 2.04
number spread if independent: 10.25 electrons
dopants in channel at 1e15 cm^-3: 0.0022
checks complete
```
